# Counting L-edge final states against single electron-hole pairs: a numerical check

```python
"""
Result under test: 2p6 3d^n -> 2p5 3d^(n+1) has 6*C(10,n+1) final states, but
one reference determinant gives only 6*(10-n) electron-hole pairs; the ratio is
C(11,n+1)/11. For high-spin d5 (1260 against 30) the pair space is left through
p-d exchange, and the bright state feels this only with 2p spin-orbit coupling.
Symbols: F2, F4, G1, G3 Slater integrals (eV); zeta spin-orbit constants (eV);
P projects on pairs, Q = 1 - P; D is the normalised state made by z-polarised
light from the d5 determinant with M = 5/2; J, M total angular momentum.
Energies are relative to the average of the 2p5 3d6 configuration.
"""
from functools import lru_cache
from itertools import combinations
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv

F2DD, F4DD, F2PD, G1PD, G3PD = 10.0, 6.0, 6.0, 4.5, 2.5
ZETA_P, ZETA_D_TEST = 7.0, 0.05

# Spin-orbitals (l, m, spin): indices 0-5 are 2p, 6-15 are 3d.
orbs = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1) for s in (0.5, -0.5)]
P_ORB, D_ORB = range(6), range(6, 16)
nodes, weights = np.polynomial.legendre.leggauss(20)


def theta_part(l, m):
    a = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    return (-1)**(a if m < 0 else 0) * norm * lpmv(a, l, nodes)


@lru_cache(None)
def ck(k, l, m, l2, m2):
    """Angular integral sqrt(4pi/(2k+1)) <Y_lm|Y_k,m-m2|Y_l2,m2> by quadrature."""
    if abs(m - m2) > k:
        return 0.0
    f = theta_part(l, m) * theta_part(k, m - m2) * theta_part(l2, m2)
    return float(sqrt(4*pi / (2*k + 1)) * 2*pi * np.sum(weights * f))


def coulomb(a, b, c, d, radial):
    """<ab|1/r12|cd>, a and c belonging to electron 1."""
    (la, ma, sa), (lb, mb, sb), (lc, mc, sc), (ld, md, sd) = (
        orbs[a], orbs[b], orbs[c], orbs[d])
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    return sum(r * ck(k, la, ma, lc, mc) * ck(k, ld, md, lb, mb)
               for k, r in radial.items())


def toggle(det, i):
    """Create or annihilate in spin-orbital i, with the fermion sign."""
    sign = -1 if (det & ((1 << i) - 1)).bit_count() % 2 else 1
    return det ^ (1 << i), sign


def one_body(out_basis, in_basis, h):
    index = {det: r for r, det in enumerate(out_basis)}
    result = np.zeros((len(out_basis), len(in_basis)))
    elements = [(int(i), int(j), h[i, j]) for i, j in np.argwhere(np.abs(h) > 1e-14)]
    for col, det in enumerate(in_basis):
        for i, j, value in elements:
            if det >> j & 1:
                d1, s1 = toggle(det, j)
                if not d1 >> i & 1:
                    d2, s2 = toggle(d1, i)
                    result[index[d2], col] += s1 * s2 * value
    return result


def two_body(basis, table):
    index = {det: r for r, det in enumerate(basis)}
    result = np.zeros((len(basis), len(basis)))
    for col, det in enumerate(basis):
        for (c, d), targets in table.items():
            if not (det >> c & 1 and det >> d & 1):
                continue
            d1, s1 = toggle(det, c)
            d2, s2 = toggle(d1, d)
            for a, b, value in targets:
                if d2 >> a & 1 or d2 >> b & 1:
                    continue
                d3, s3 = toggle(d2, b)
                d4, s4 = toggle(d3, a)
                result[index[d4], col] += s1 * s2 * s3 * s4 * value
    return result


def make_table(pairs, element):
    table = {}
    for c, d in pairs:
        row = [(a, b, element(a, b, c, d)) for a, b in pairs]
        table[c, d] = [t for t in row if abs(t[2]) > 1e-13]
    return table


dd_rad, pd_rad, ex_rad = {2: F2DD, 4: F4DD}, {2: F2PD}, {1: G1PD, 3: G3PD}
dd_pairs = list(combinations(D_ORB, 2))
pd_pairs = [(p, d) for p in P_ORB for d in D_ORB]
tab_dd = make_table(dd_pairs, lambda a, b, c, d:
                    coulomb(a, b, c, d, dd_rad) - coulomb(a, b, d, c, dd_rad))
tab_direct = make_table(pd_pairs, lambda a, b, c, d: coulomb(a, b, c, d, pd_rad))
tab_exch = make_table(pd_pairs, lambda a, b, c, d: -coulomb(a, b, d, c, ex_rad))

# One-electron angular momentum matrices.
lz = np.diag([float(o[1]) for o in orbs])
sz = np.diag([o[2] for o in orbs])
lplus, splus = np.zeros((16, 16)), np.zeros((16, 16))
for i, (l, m, s) in enumerate(orbs):
    for j, (l2, m2, s2) in enumerate(orbs):
        if l == l2 and s == s2 and m == m2 + 1:
            lplus[i, j] = sqrt(l*(l + 1) - m2*(m2 + 1))
        if l == l2 and m == m2 and s == s2 + 1:
            splus[i, j] = 1.0
ls = lz @ sz + 0.5 * (lplus @ splus.T + lplus.T @ splus)
ls_p, ls_d = ls.copy(), ls.copy()
ls_p[6:, 6:] = 0
ls_d[:6, :6] = 0

# Counts for every n, by listing determinants and acting with pair operators.
FULL_P = (1 << 6) - 1
count_rows = []
for n in range(10):
    n_full = 6 * sum(1 for _ in combinations(D_ORB, n + 1))
    det_n = FULL_P + sum(1 << d for d in list(D_ORB)[:n])
    reached = {det_n ^ (1 << p) ^ (1 << d) for p in P_ORB for d in D_ORB
               if not det_n >> d & 1}
    assert 11 * n_full == len(reached) * comb(11, n + 1)
    assert (n_full == len(reached)) == (n in (0, 9))
    count_rows.append((n, n_full, len(reached), n_full / len(reached)))

initial = [FULL_P + sum(1 << d for d in c) for c in combinations(D_ORB, 5)]
final = [(FULL_P ^ (1 << h)) + sum(1 << d for d in c)
         for h in P_ORB for c in combinations(D_ORB, 6)]
dim = len(final)
ref = FULL_P + sum(1 << d for d in D_ORB if orbs[d][2] > 0)
ref_vec = np.zeros(len(initial))
ref_vec[initial.index(ref)] = 1.0

# The reference determinant is an exact lowest state of the initial configuration.
h_init = (two_body(initial, tab_dd) + two_body(initial, tab_direct)
          + two_body(initial, tab_exch) + ZETA_P * one_body(initial, initial, ls_p))
e_init = np.linalg.eigvalsh(h_init)
e_ref = ref_vec @ h_init @ ref_vec
assert np.linalg.norm(h_init @ ref_vec - e_ref * ref_vec) < 1e-9
assert abs(e_ref - e_init[0]) < 1e-9
ground_deg = int(np.sum(e_init < e_init[0] + 1e-7))
assert ground_deg == 6


def centred(matrix):
    return matrix - np.trace(matrix) / len(matrix) * np.eye(len(matrix))


h_dd = centred(two_body(final, tab_dd))
h_direct = centred(two_body(final, tab_direct))
h_exch = centred(two_body(final, tab_exch))
h_so = ZETA_P * one_body(final, final, ls_p)
h_all = h_dd + h_direct + h_exch + h_so
assert np.allclose(h_all, h_all.T, atol=1e-10)

# Rotational symmetry, and level counts from J^2 against counting by M.
jplus = one_body(final, final, lplus + splus)
assert np.max(np.abs(h_all @ jplus - jplus @ h_all)) < 1e-9
m_tot = np.array([sum(orbs[i][1] + orbs[i][2] for i in range(16) if det >> i & 1)
                  for det in final])
j2 = jplus.T @ jplus + np.diag(m_tot * (m_tot + 1))
j_values = np.sqrt(np.linalg.eigvalsh(j2) + 0.25) - 0.5
levels = {}
for twice_j in range(1, int(2 * m_tot.max()) + 1, 2):
    j = twice_j / 2
    levels[j] = int(np.sum(m_tot == j) - np.sum(m_tot == j + 1))
    assert np.sum(np.abs(j_values - j) < 1e-6) == levels[j] * (twice_j + 1)
n_levels = sum(levels.values())

# Pair space of the reference, and the span of pairs from the whole sextet.
pair_dets = {ref ^ (1 << p) ^ (1 << d) for p in P_ORB for d in D_ORB
             if not ref >> d & 1}
is_pair = np.array([det in pair_dets for det in final])
sminus = one_body(initial, initial, splus.T)
sextet = [ref_vec]
for _ in range(5):
    v = sminus @ sextet[-1]
    sextet.append(v / np.linalg.norm(v))
sextet = np.array(sextet).T
span = []
for p in P_ORB:
    for d in D_ORB:
        h = np.zeros((16, 16))
        h[d, p] = 1.0
        span.append(one_body(final, initial, h) @ sextet)
sextet_rank = int(np.linalg.matrix_rank(np.hstack(span), tol=1e-8))
assert sextet_rank == 25 * 6


def leak(operator, columns=is_pair):
    return np.linalg.norm(operator[np.ix_(~is_pair, columns)])


rng = np.random.default_rng(1)
field = rng.normal(size=(5, 5))
h_field = np.zeros((16, 16))
h_field[6:, 6:] = np.kron(field + field.T, np.eye(2))
leaks = {"d-d repulsion": leak(h_dd), "p-d direct": leak(h_direct),
         "2p spin-orbit": leak(h_so),
         "random orbital field on d": leak(one_body(final, final, h_field)),
         "p-d exchange": leak(h_exch),
         "3d spin-orbit, zeta 0.05 eV": leak(
             ZETA_D_TEST * one_body(final, final, ls_d))}
leak_values = list(leaks.values())
assert max(leak_values[:4]) < 1e-9 and min(leak_values[4:]) > 1e-2
down_removed = np.array([det in pair_dets and any(
    not det >> p & 1 and orbs[p][2] < 0 for p in P_ORB) for det in final])
assert down_removed.sum() == 15 and leak(h_exch, down_removed) < 1e-9

# Bright state for z-polarised light.
dip = np.zeros((16, 16))
for p in P_ORB:
    for d in D_ORB:
        if orbs[p][1:] == orbs[d][1:]:
            dip[d, p] = ck(1, 2, orbs[d][1], 1, orbs[p][1])
bright = one_body(final, initial, dip) @ ref_vec
bright /= np.linalg.norm(bright)
assert np.linalg.norm(bright[~is_pair]) < 1e-12
block = np.flatnonzero(m_tot == 2.5)
bright_b, pair_b = bright[block], is_pair[block]
assert abs(np.linalg.norm(bright_b) - 1) < 1e-12


def lines(h, vector):
    """Energies and strengths, degenerate states merged, dark states dropped."""
    energy, states = np.linalg.eigh(h)
    strength = (states.T @ vector)**2
    groups = np.split(np.arange(len(energy)),
                      np.flatnonzero(np.diff(energy) > 1e-7) + 1)
    e = np.array([energy[g].mean() for g in groups])
    w = np.array([strength[g].sum() for g in groups])
    return e[w > 1e-12], w[w > 1e-12]


def both_spectra(h):
    hb = h[np.ix_(block, block)]
    return lines(hb, bright_b), lines(hb[np.ix_(pair_b, pair_b)], bright_b[pair_b])


(full_e, full_w), (pair_e, pair_w) = both_spectra(h_all)
n_allowed = levels[2.5] + levels[3.5]
assert len(pair_e) <= pair_b.sum() < len(full_e) <= n_allowed

# Controls: remove exchange, then remove the 2p spin-orbit coupling.
no_ex_full, no_ex_pair = both_spectra(h_all - h_exch)
assert len(no_ex_full[0]) == len(no_ex_pair[0])
assert np.allclose(no_ex_full[0], no_ex_pair[0], atol=1e-6)
assert np.allclose(no_ex_full[1], no_ex_pair[1], atol=1e-8)
no_so_full, no_so_pair = both_spectra(h_all - h_so)
assert len(no_so_full[0]) == len(no_so_pair[0]) == 1
assert abs(no_so_full[0][0] - no_so_pair[0][0]) < 1e-8

# Moments of the two spectra and the predicted fourth-moment difference.
mean_full, mean_pair = full_w @ full_e, pair_w @ pair_e
assert abs(mean_full - mean_pair) < 1e-8
mom_full = [full_w @ (full_e - mean_full)**k for k in range(5)]
mom_pair = [pair_w @ (pair_e - mean_pair)**k for k in range(5)]
assert np.allclose(mom_full[:4], mom_pair[:4], atol=1e-6)
hb = h_all[np.ix_(block, block)]
first = hb @ bright_b
assert np.linalg.norm(first[~pair_b]) < 1e-9
escaped = np.linalg.norm((hb @ first)[~pair_b])**2
assert escaped > 1e-3
assert abs(mom_full[4] - mom_pair[4] - escaped) < 1e-6 * mom_full[4]

# Pair content of true final states, and J^2 variance of pair eigenstates.
_, vec_full = np.linalg.eigh(hb)
pair_share = (vec_full.T @ bright_b)**2 @ np.sum(vec_full[pair_b]**2, axis=0)
assert pair_share < 0.999
_, vec_pair = np.linalg.eigh(hb[np.ix_(pair_b, pair_b)])
embedded = np.zeros((len(block), vec_pair.shape[1]))
embedded[pair_b] = vec_pair
j2_vec = j2[np.ix_(block, block)] @ embedded
j2_var = np.sum(j2_vec**2, axis=0) - np.sum(embedded * j2_vec, axis=0)**2
assert j2_var.max() > 0.1

print("n, final states, pairs from one determinant, ratio:")
for row in count_rows:
    print("  d%d  %5d  %3d  %.0f" % row)
print(f"Model (eV): F2dd {F2DD}, F4dd {F4DD}, F2pd {F2PD}, "
      f"G1pd {G1PD}, G3pd {G3PD}, zeta2p {ZETA_P}")
print("d5 initial states:", len(initial), " ground degeneracy:", ground_deg)
print("2p5 3d6 states:", dim, " pairs:", is_pair.sum())
print("States spanned by pairs from all six 6S members:", sextet_rank)
print("J levels of 2p5 3d6 in total:", n_levels)
print("Levels with J = 3/2, 5/2, 7/2:", levels[1.5], levels[2.5], levels[3.5])
print("Levels allowed for z light from M = 5/2:", n_allowed)
print("States with M = 5/2, all and pairs:", len(block), pair_b.sum())
print("Leakage norm ||QOP|| out of the pair space (eV):")
for name, value in leaks.items():
    print(f"  {name}: {value:.4f}")
print("Lines with strength above 1e-12, full and pair:", len(full_e), len(pair_e))
print("Lines with strength above 0.1 %, full and pair:",
      np.sum(full_w > 1e-3), np.sum(pair_w > 1e-3))
print("Lines without p-d exchange, full and pair:",
      len(no_ex_full[0]), len(no_ex_pair[0]))
print("Lines without 2p spin-orbit, full and pair:",
      len(no_so_full[0]), len(no_so_pair[0]))
print("Pair lines: energy (eV), share of strength (%):")
for e, w in zip(pair_e, pair_w):
    print(f"  {e:8.3f}  {100*w:7.3f}")
print("Eight strongest full lines: energy (eV), share of strength (%):")
for i in sorted(np.argsort(full_w)[-8:]):
    print(f"  {full_e[i]:8.3f}  {100*full_w[i]:7.3f}")
print(f"Mean energy, full and pair (eV): {mean_full:.4f} {mean_pair:.4f}")
print(f"RMS width, full and pair (eV): {sqrt(mom_full[2]):.4f} {sqrt(mom_pair[2]):.4f}")
print(f"Third central moment, full and pair (eV^3): {mom_full[3]:.3f} {mom_pair[3]:.3f}")
print(f"Fourth central moment, full and pair (eV^4): {mom_full[4]:.3f} {mom_pair[4]:.3f}")
print(f"Predicted fourth-moment difference (eV^4): {escaped:.3f}")
print(f"Strength-weighted pair content of full states (%): {100*pair_share:.2f}")
print(f"Largest J^2 variance of a pair eigenstate (hbar^4): {j2_var.max():.3f}")
print("success")
```

It prints:

```
n, final states, pairs from one determinant, ratio:
  d0     60   60  1
  d1    270   54  5
  d2    720   48  15
  d3   1260   42  30
  d4   1512   36  42
  d5   1260   30  42
  d6    720   24  30
  d7    270   18  15
  d8     60   12  5
  d9      6    6  1
Model (eV): F2dd 10.0, F4dd 6.0, F2pd 6.0, G1pd 4.5, G3pd 2.5, zeta2p 7.0
d5 initial states: 252  ground degeneracy: 6
2p5 3d6 states: 1260  pairs: 30
States spanned by pairs from all six 6S members: 150
J levels of 2p5 3d6 in total: 180
Levels with J = 3/2, 5/2, 7/2: 35 39 36
Levels allowed for z light from M = 5/2: 75
States with M = 5/2, all and pairs: 124 6
Leakage norm ||QOP|| out of the pair space (eV):
  d-d repulsion: 0.0000
  p-d direct: 0.0000
  2p spin-orbit: 0.0000
  random orbital field on d: 0.0000
  p-d exchange: 10.6726
  3d spin-orbit, zeta 0.05 eV: 0.5477
Lines with strength above 1e-12, full and pair: 75 6
Lines with strength above 0.1 %, full and pair: 38 6
Lines without p-d exchange, full and pair: 3 3
Lines without 2p spin-orbit, full and pair: 1 1
Pair lines: energy (eV), share of strength (%):
    -8.938    3.903
    -7.868   34.467
    -7.206   22.764
    -5.718   12.824
     2.830   10.159
     4.374   15.882
Eight strongest full lines: energy (eV), share of strength (%):
    -8.524    7.558
    -8.086   26.617
    -7.612    7.667
    -6.711    6.093
    -6.469    8.776
     2.578    6.419
     4.585    6.882
     4.859    5.474
Mean energy, full and pair (eV): -4.4524 -4.4524
RMS width, full and pair (eV): 4.9497 4.9497
Third central moment, full and pair (eV^3): 126.175 126.175
Fourth central moment, full and pair (eV^4): 1442.213 1325.888
Predicted fourth-moment difference (eV^4): 116.326
Strength-weighted pair content of full states (%): 37.50
Largest J^2 variance of a pair eigenstate (hbar^4): 64.019
success
```
